Classical Harmonic Free-Energy Difference Between C49 and C54 TiSi₂

**Q:** A phonon has energy ħω. How can the vibrational free energies of C49 and C54 TiSi₂ be compared without Planck's constant?

**A:** They cannot be at low temperature. The claim concerns the classical regime, kT ≫ ħω, where k is Boltzmann's constant. Let A be C49 and B be C54, and let Δ mean B minus A. Both crystals contain the same numbers of Ti and Si atoms, each is held at its own fixed volume, and each vibrates harmonically about a stable structure, so that all vibrational ω² are positive. With a negative ω² the integral below would diverge.

For one atomic coordinate with displacement u, momentum p and mass m, define Q = √m u and P = p/√m. Then dQ dP = du dp, because the two factors of √m cancel. The rotation to normal modes is orthogonal and also leaves the phase-space volume unchanged. Each mode then has the energy P²/2 + ω²Q²/2, and its classical partition function is

Z = (1/h) ∫ exp(−P²/2kT) dP ∫ exp(−ω²Q²/2kT) dQ

 = (1/h) √(2πkT) √(2πkT/ω²)

 = 2πkT/(hω) = kT/(ħω).

The factor 1/h makes Z dimensionless and matches the quantum count of states. Since F = −kT ln Z for each mode, a crystal with static energy E has

F = E + kT Σ ln(ħω/kT).

**Q:** That still contains ħ.

**A:** For one phase it does. To subtract two phases without taking the logarithm of a frequency with units, choose any reference frequency ω₀ and write

ln(ħω/kT) = ln(ω/ω₀) + ln(ħω₀/kT).

If the phases have n_A and n_B modes, then

ΔF = ΔE + kT [Σ_B ln(ω/ω₀) − Σ_A ln(ω/ω₀)] + (n_B − n_A) kT ln(ħω₀/kT).

Equal atom numbers give n_A = n_B. The last term vanishes, and ω₀ also drops out of the bracket:

ΔF = ΔE + kT L, L = Σ ln(ω_B/ω_A).

Neither ħ nor T is left inside the logarithm. The temperature survives as the prefactor.

**Q:** Which C54 mode do I divide by which C49 mode? The structures differ, so the modes have no natural partners.

**A:** No partners are needed. L is the logarithm of one product of frequencies divided by another, and reordering the factors changes neither product. One formula unit has three atoms and hence nine modes. If ln ω̄ denotes the average of ln ω over all branches and wavevectors, then per formula unit

L = 9 ln(ω̄_B/ω̄_A).

The mean ω̄ is geometric. An arithmetic mean of the frequencies would answer a different question.

**Q:** Must the primitive cells be the same size?

**A:** No. Both structures happen to have six atoms, or two formula units, in the primitive cell, but what must match is the number of atoms compared. Suppose six atoms of B are set against three of A. Nine modes are unpaired, and halving ħ lowers the difference by 9kT ln 2. At 1000 K, where kT = 86.2 meV, this is 538 meV, far more than the phase differences in the example below. If the transformation takes up or releases silicon, that silicon must be counted on the other side of the balance.

**Q:** A free crystal can also move as a whole. Those modes have ω = 0, and ln 0 diverges.

**A:** The Gaussian integral does not apply to them. For a crystal of total mass M free to move in a box of volume V_box, the three translations contribute

Z_trans = V_box (2πMkT)^(3/2)/h³.

M is the same for both phases, and so is the box. The factor cancels in the difference, including its h³. With periodic boundaries each crystal of N atoms then has 3N − 3 vibrations; the translation volume is then each phase's own, which leaves a term of size kT ln(V_B/V_A) for the whole crystal (0.86 meV for a 1% difference at 1000 K) and nothing per formula unit in a large crystal. A free crystal also has three rotational zero modes and 3N − 6 vibrations. The counts are equal in either case. The rotational factor depends on the moments of inertia, which differ with shape, but its logarithm does not grow in proportion to N, so it vanishes per formula unit in a large crystal.

The long acoustic waves remain. Near zero wavevector ω is proportional to q, and the three-dimensional average contains

∫₀^Q q² ln(q/Q) dq = [q³ ln(q/Q)/3 − q³/9]₀^Q = −Q³/9.

This is finite, so the divergence at the single point q = 0 does no harm in a large crystal.

**Q:** Silicon is lighter than titanium. Surely the masses affect the ratio?

**A:** They affect individual frequencies, but not the product ratio at equal composition. Let Φ be the force-constant matrix and m the diagonal matrix of masses. The squared frequencies are the eigenvalues of D = m^(−1/2) Φ m^(−1/2), so away from the zero modes

Π ω² = det D = det Φ/det m.

Both phases have the same det m per formula unit. Taking half the logarithm of the ratio gives

L = ½ Δ ln det Φ,

with the determinant averaged logarithmically over wavevectors and counted per formula unit. In the classical limit the vibrational preference is therefore a matter of stiffness alone. Replacing an isotope equally in both phases does not change it.

**Q:** What does L mean thermodynamically?

**A:** At fixed volumes ΔE and L do not depend on T, so

ΔS = −∂ΔF/∂T = −kL,

ΔU = ΔF + TΔS = ΔE + kTL − kTL = ΔE.

Each classical mode has mean energy kT whatever its frequency, so equal mode counts give equal vibrational energies. The phase with the smaller det Φ gains through entropy: it explores a larger volume of configuration space, though its mean-square displacement need not be larger. Setting ΔF = 0 gives

T* = −ΔE/(kL).

This is positive when ΔE and L have opposite signs. If ΔE > 0 and L < 0, B becomes favourable above T*. If ΔE < 0 and L > 0, B is favourable below it. With equal signs there is no crossover in this approximation. The derivation does not decide which case TiSi₂ belongs to.

**Q:** Show me a case in which the frequencies are calculated rather than assigned.

**A:** Take two model MX₂ crystals, with masses of 48 u for M and 28 u for X. They stand in for C49 and C54 but do not reproduce those structures. Each cell has six atomic layers, stacked MMXXXX in A and MXMXXX in B. Every atom is joined to four neighbours in its own layer and to one atom above and one below. The interlayer springs are 20 N/m for MM, 30 N/m for MX and 40 N/m for XX. The in-plane spring is 30 N/m for M layers in both phases, while for X layers it is 35 N/m in A and 30 N/m in B.

Each spring acts equally on the three displacement components. This simplification breaks rotational invariance but leaves acoustic and optical branches. For one component, the diagonal element of Φ for a layer with in-plane spring κ and adjacent interlayer springs g and g′ is

κ(4 − 2 cos q_a − 2 cos q_b) + g + g′,

where q_a and q_b are the in-plane phase advances between neighbours. Adjacent layers are coupled by −g, with a Bloch phase factor on the bond that crosses the cell boundary.

Diagonalization gives ω̄/(2π) = 8.961 THz for A and 8.681 THz for B. Hence

ω̄_B/ω̄_A = 0.96870,

L = 9 ln(0.96870) = −0.286.

The force-constant determinants, in which no mass appears, give the same L. So does a calculation in which the uniform translations are dropped.

**Q:** Does every branch have a lower frequency in B?

**A:** No. Ordered by frequency at each wavevector, the six branches have mean ratios 1.0211, 0.9672, 0.9699, 0.9977, 0.9118 and 0.9483. The lowest has a higher mean frequency in B. The logarithms add up to −0.191. Three displacement components and two formula units per cell give the factor 3/2, and

L = (3/2)(−0.191) = −0.286.

One branch, even a conspicuous one, cannot settle the sign of L. The phases differ here in both stacking and X-layer springs. Changing only the stacking, with the X spring kept at 35 N/m, gives L = +0.017; changing only the X spring from 35 to 30 N/m, in the stacking of A, gives L = −0.298. The sign of L in this model therefore comes from the softer spring chosen for B, not from the stacking.

**Q:** And the crossover?

**A:** I choose ΔE = 20.0 meV per formula unit, in favour of A. The entropy difference is 0.286k, or 0.02466 meV/K. At 1000 K

ΔF = 20.0 − 1000 × 0.02466 = −4.66 meV,

so B is favoured. At 300 K the result is 20.0 − 7.40 = 12.60 meV, and A is favoured. The crossover is

T* = 20.0/0.02466 = 811 K, or 538 °C.

**Q:** The highest frequency in such a crystal is hardly negligible. When does ħ come back?

**A:** Here that frequency is about 15.2 THz, for which ħω/kT is 0.73 at 1000 K and 2.43 at 300 K. To find the correction, put x = ħω/kT and sum the oscillator levels:

Z = Σ exp[−x(n + ½)] = exp(−x/2)/(1 − exp(−x)) = 1/[2 sinh(x/2)], n = 0, 1, 2, …

Thus F = E + kT Σ ln[2 sinh(x/2)]. For small x,

2 sinh(x/2) = x(1 + x²/24 + x⁴/1920 + …).

Using ln(1 + y) = y − y²/2 + …, the x⁴ coefficient is 1/1920 − 1/1152 = −1/2880, so

ln[2 sinh(x/2)] = ln x + x²/24 − x⁴/2880 + …

The term ln x is the classical result. The next term adds

δF = ħ²/(24kT) Δ Σω².

Now ħ does not cancel, and neither do the masses: Σω² is the trace of D, in which each diagonal force constant is divided by its own atomic mass.

In the example the leading formula gives −0.597 meV at 1000 K, against −0.594 meV from the full quantum sum. That is 2.4% of the classical vibrational term, −24.66 meV. At 300 K the full correction is −1.883 meV, about 25% of the classical term, and the leading formula overstates its size by 6%.

**Q:** So is ΔU no longer equal to ΔE?

**A:** Correct. Write δF = C/T with C independent of temperature. Then

δS = −∂(C/T)/∂T = C/T²,

δU = C/T + T(C/T²) = 2C/T.

At this order the energy correction is twice the free-energy correction; in the full quantum sums of the example the ratio is 1.99 at 1000 K and 1.90 at 300 K, and it tends to 1 as T → 0. At 1000 K this predicts 2 × (−0.597) = −1.19 meV; the full quantum value is −1.18 meV.

**Q:** What happens on cooling towards absolute zero?

**A:** The small-x expansion fails. For large x, ln[2 sinh(x/2)] tends to x/2, so

ΔF → ΔE + ½ħ Δ Σω.

The zero-point difference is −6.56 meV here, and the limit is 20.0 − 6.56 = 13.4 meV. The classical expression would give 20.0 meV.

Quantum statistics also shift the crossover, from 811 K to 780 K (507 °C). The shift can be estimated by hand. At 800 K the quantum ΔF is −0.47 meV and the classical one 0.27 meV, a change of −0.74 meV. Near the classical crossover 1 meV corresponds to 1/0.02466 = 40.5 K, which gives a reduction of about 30 K.

**Q:** How accurate must the frequencies be? A few per cent sounds good enough.

**A:** Not for a systematic error, because all nine modes share an error in the mean ratio; errors that are uncorrelated from mode to mode largely average out over a dense mesh. An error of 1% changes ΔF at 1000 K by

9kT ln(1.01) = 7.72 meV,

which exceeds the 4.66 meV driving force. If the ratio were 1% higher, L would become −0.2862 + 0.0896 = −0.1966, and the classical crossover would rise to about 1180 K. A ratio 1% lower would bring it down to about 620 K. A percentage error common to both phases cancels in the classical term and only rescales the small quantum correction; an error in their ratio does not cancel.

**Q:** You have also left out the electrons, although the silicide is a metal.

**A:** Let g be the density of states at the Fermi level, both spins included, and take it as constant over several kT. Thermal electrons and holes contribute equally:

F_el = −2g kT ∫₀^∞ ln[1 + exp(−ε/kT)] dε.

With y = ε/kT, expanding the logarithm gives ∫₀^∞ ln(1 + e^(−y)) dy = 1 − 1/4 + 1/9 − … = π²/12. Therefore

ΔF_el = −(π²/6)(kT)² Δg.

For a rough assumed |Δg| of 0.3 states per eV and formula unit, the magnitude at 1000 K is 3.66 meV. Within this assumption the phase with the larger g is favoured. The rule can fail when g has structure on the scale of a few kT: a phase with g = 1.6 − 0.7 exp[−(ε/0.2 eV)²] states per eV, which dips to 0.9 at the Fermi level, is favoured at 1000 K, by about 0.7 meV, over one with a flat 1.0. The size depends on the shape of the dip: a linear rise to 1.6 at ±0.2 eV gives 2.4 meV, while a flat 0.9 that steps up only at ±0.2 eV leaves the phase with 1.0 favoured.

**Q:** And thermal expansion? You fixed the volumes.

**A:** Let z be the fractional volume change, V the static volume per formula unit, K the bulk modulus and γ the Grüneisen parameter, with every ω proportional to (volume)^(−γ). At zero pressure one minimizes

½KVz² − 9γkT ln(1 + z).

For small z the logarithm is z, the minimum lies at z = 9γkT/(KV), and the free energy falls by

(9γkT)²/(2KV).

Take K = 150 GPa and V = 0.042 nm³ for both phases, with γ = 1.6 for A and 1.8 for B. Minimization with the full logarithm then favours B by an extra 4.96 meV at 1000 K. Only "about 5 meV" is meaningful: the small-z formula gives 5.2 meV, and a Murnaghan elastic energy with pressure derivative K′ = 4, whose cubic term is of the same order as the correction from the logarithm, gives 5.4 meV. These are rough inputs, and exchanging the two γ values would reverse the sign. The term depends on γ²/(KV), so the equal bulk moduli matter as much: with K = 135 GPa for A it falls to 2.9 meV, and with 110 GPa it changes sign, while K = 135 GPa for B, the direction suggested by its softer X layers, raises it to 7.5 meV.

**Q:** A contact uses a thin film, not an infinite crystal. Does its geometry matter?

**A:** Yes. If the total surface and interface energy per film area differs by Δσ, a film of thickness t acquires ΔσV/t per formula unit. For 0.1 J/m² and 30 nm this is 0.87 meV. The term varies as 1/t. If it opposes B, it cancels the model's classical 4.66 meV driving force at 1000 K when

t = 30 nm × 0.87/4.66 = 5.6 nm,

with temperature and Δσ held fixed. Δσ must be a free energy that includes surface vibrations. In a 24-layer slab of the model, about 6 nm thick, these alone contribute between about −0.08 and +0.03 J/m² at 1000 K, depending on where the two stackings are cut, so the 5.6 nm gives only the scale.

Stress adds another term. An assumed isotropic volume mismatch of 1% has two in-plane strains that sum to 2/3 of 1%. At a fixed biaxial stress of 1 GPa the work has magnitude

10⁹ Pa × (2/3)(0.01) × V = 1.75 meV.

A film clamped to its substrate has fixed in-plane strain rather than fixed stress. With K = 150 GPa and Poisson's ratio 0.25 the biaxial modulus is 300 GPa, so a mismatch of 1/3 of 1% per direction changes the stress by 1 GPa and costs a further 0.87 meV, provided both phases have these moduli and the strain stays elastic. The term is then +2.6 or −0.9 meV instead of ±1.75 meV, and the extra cost grows as the square of the mismatch. With K = 120 or 180 GPa for B the +2.6 becomes 1.9 or 3.3 meV, and the same in-plane strain sum concentrated along one direction costs 1.4 meV rather than 0.87. Clamping also restricts thermal expansion: with the in-plane size held at its static value, the small-z expansion term falls from 5.2 to 2.9 meV, or to 3.6 meV if the substrate itself expands by 0.35% in each in-plane direction.

**Q:** Then may I read 538 °C as the annealing temperature for C54?

**A:** No. In titanium silicide processing C49 typically forms first, roughly at 500–650 °C, and a hotter anneal, roughly at 700–850 °C, produces the low-resistivity C54 phase. The model's 538 °C lies below that second range, but it results from a chosen ΔE and chosen springs and does not establish an equilibrium transition in TiSi₂. The model's structures, springs and ΔE are not data for the real phases. That B is the softer phase and lies higher in static energy was chosen, and either sign may be opposite for real C49 and C54.

Real films most directly break the assumption that the lower free energy is reached at once. C54 must nucleate, and in narrow lines scarce nucleation sites can delay it. No barrier has been calculated here, so I cannot convert that delay into a number of degrees.

The equilibrium omissions sized above can be converted. They are not a complete list: anharmonicity beyond the volume dependence of the frequencies also starts at order T². In a one-dimensional Morse or Lennard-Jones chain with the same expansion gain per mode as A it amounts to 2–4 meV for nine modes at 1000 K, and its difference between the phases has not been estimated. The electronic and expansion terms vary approximately as T², so at 811 K they are about 0.66 of their values at 1000 K. At 40.5 K per meV this suggests roughly 100 K and 130 K, but these terms also change the slope of ΔF, so the shift depends on their sign. Solving ΔF = 0 with one term included lowers the crossover by about 80 K (electronic) or 100 K (expansion) if the term favours B, and raises it by about 130 K (electronic) or 210–240 K (expansion, depending on the form of the elastic energy) if it opposes B. The interface and fixed-stress terms would move it by about 35 K and 70 K. These are separate estimates, one term at a time, and they do not add: if the electronic and expansion terms both favour B the crossover falls by about 150 K, and if both oppose B the formulas give no crossover below 2000 K (a range that runs past where a quasi-harmonic solid can be trusted), although near 1400 K ΔF comes within about 2–3.5 meV of zero, and 0.4 meV closer with quantum statistics, a margin smaller than the uncertainty of these inputs. Their signs for the real phases are not known from this model. The numerical output below lists the model's phonon results and the base magnitudes of the four terms at 1000 K, not the variants quoted around them.

Calculated quantities

```
All energies are per formula unit; differences are B - A
A = C49 stand-in, B = C54 stand-in
masses M, X: 48, 28 u
A: stacking MMXXXX, in-plane springs M, X: 30, 35 N/m
B: stacking MXMXXX, in-plane springs M, X: 30, 30 N/m
interlayer springs MM, MX, XX: 20, 30, 40 N/m
static energy difference: 20.0 meV
branch: geometric mean frequency A, B (THz), ratio B/A
  1: 6.159, 6.288, 1.0211
  2: 7.120, 6.886, 0.9672
  3: 8.744, 8.481, 0.9699
  4: 9.887, 9.864, 0.9977
  5: 11.186, 10.199, 0.9118
  6: 12.212, 11.581, 0.9483
overall geometric mean A, B: 8.961, 8.681 THz
overall frequency ratio B/A: 0.96870
highest frequency: 15.17 THz
L from frequencies: -0.2862
L from force-constant determinants: -0.2862
L on coarser grid: -0.2862
L with translations omitted: -0.2862
classical entropy difference: 0.2862 k
classical entropy difference: 0.02466 meV/K
T (K): k T L, classical dF, quantum dF (meV)
  300: -7.40, 12.60, 10.72
  600: -14.80, 5.20, 4.22
  800: -19.73, 0.27, -0.47
  1000: -24.66, -4.66, -5.26
  1200: -29.60, -9.60, -10.09
T (K): largest hbar*omega/kT, quantum correction exact, leading (meV)
  300: 2.43, -1.883, -1.990
  1000: 0.73, -0.594, -0.597
zero-point energy difference: -6.56 meV
quantum vibrational dU at 1000 K: -1.181 meV
crossover, classical: 811 K = 538 C
crossover, quantum: 780 K = 507 C
halving hbar, equal atoms: 4.5e-05 meV change
halving hbar, 6 against 3 atoms: 537.58 meV change
1% error in mean ratio at 1000 K: 7.72 meV
crossover shift per meV, linear: 40.5 K
Neglected effects at 1000 K, magnitudes from rough inputs:
  electronic, DOS change 0.3 /eV: 3.66 meV
  expansion, Gruneisen 1.6 and 1.8: 4.96 meV
  (bulk modulus 150 GPa, volume 0.042 nm^3)
  interface, 0.1 J/m^2 on 30 nm: 0.87 meV
  stress, 1 GPa biaxial, 1% volume change: 1.75 meV
```
